# Point-defect reduction of thermal conductivity in a high-temperature Debye crystal: verification in Python

```python
# Result under test: in a Debye crystal at high temperature, with Umklapp rate
# B w^2 and point-defect rate A w^4, the thermal conductivity is
#     kappa = kappa0 * arctan(u) / u,    u^2 = A wD^2 / B,
#     kappa0 = kB wD / (2 pi^2 v B),     A = V Gamma / (4 pi v^3).
# w: angular frequency, wD: Debye cutoff, v: sound speed (three equal branches),
# V: volume per atom, Gamma: relative mass variance, x: silicon fraction.
# Example: germanium-rich SiGe buffer layer, rough typical parameters.
import numpy as np
from scipy.constants import k as kB, hbar, pi
from scipy.special import spherical_jn, spherical_yn

v = 3500.0
V = 0.0226e-27
kappa0 = 43.0
T = 400.0
x_si = 0.05
mass_ge, mass_si = 72.63, 28.09
thickness = 1000e-9
kD = (6 * pi**2 / V) ** (1 / 3)
wD = v * kD
theta = hbar * wD / kB

nodes, weights = np.polynomial.legendre.leggauss(400)
y = (nodes + 1) / 2
wt = weights / 2
w = wD * y


def mass_variance(x):
    mean = x * mass_si + (1 - x) * mass_ge
    return x * (1 - x) * ((mass_ge - mass_si) / mean) ** 2


def defect_coefficient(gamma):
    return V * gamma / (4 * pi * v**3)


def bose_capacity(freq, temp):
    """Heat capacity of one mode divided by kB."""
    half = hbar * freq / (2 * kB * temp)
    return (half / np.sinh(half)) ** 2


def conductivity(rate, capacity=1.0):
    """Debye conductivity by quadrature for any resistive rate on the nodes."""
    return kB * wD**3 / (2 * pi**2 * v) * np.sum(wt * y**2 * capacity / rate)


def reduction(u):
    return np.arctan(u) / u


# Umklapp coefficient obtained by matching the quadrature to kappa0
B = conductivity(w**2) / kappa0
gamma = mass_variance(x_si)
A = defect_coefficient(gamma)
u = np.sqrt(A * wD**2 / B)
kappa = kappa0 * reduction(u)

# Closed forms for kappa0 and for u in measurable quantities
assert abs(kB * wD / (2 * pi**2 * v * B) / kappa0 - 1) < 1e-9
u_measurable = np.sqrt(3 * pi**3 * v * kappa0 * gamma / (kB * wD**2))
assert abs(u_measurable / u - 1) < 1e-9


# Main result against an explicit sum over wavevectors in the Debye sphere
def wavevector_sum(n, temp):
    q2 = ((np.arange(n) + 0.5) / n) ** 2
    r2 = q2[:, None, None] + q2[None, :, None] + q2[None, None, :]
    inside = r2 < 1
    cos2 = (q2[:, None, None] / r2)[inside]
    freq = wD * np.sqrt(r2[inside])
    tau = 1 / (B * freq**2 + A * freq**4)
    terms = kB * bose_capacity(freq, temp) * v**2 * cos2 * tau
    return 3 * 8 * np.sum(terms) * (kD / n / (2 * pi)) ** 3


# The long-wave grid error is proportional to the spacing: extrapolate it away
kappa_sum = 2 * wavevector_sum(120, 20 * theta) - wavevector_sum(60, 20 * theta)
assert abs(kappa_sum / kappa - 1) < 5e-3


# Rayleigh rate against exact partial waves for a sphere of changed density
def sphere_cross_section(k_out, radius, contrast):
    k_in = k_out * np.sqrt(1 + contrast)
    a, b = k_out * radius, k_in * radius
    total = 0.0
    for l in range(4):
        j_in, dj_in = spherical_jn(l, b), spherical_jn(l, b, True)
        top = k_out * spherical_jn(l, a, True) * j_in
        top -= k_in * spherical_jn(l, a) * dj_in
        bottom = k_out * spherical_yn(l, a, True) * j_in
        bottom -= k_in * spherical_yn(l, a) * dj_in
        t = top / bottom
        total += (2 * l + 1) * t**2 / (1 + t**2)
    return 4 * pi * total / k_out**2


radius = (3 * V / (4 * pi)) ** (1 / 3)
eps = mass_si / mass_ge - 1
for contrast in (eps, 0.8):
    for size in (0.02, 0.04):
        k_out = size / radius
        exact_rate = sphere_cross_section(k_out, radius, contrast) * v / V
        rayleigh = defect_coefficient(contrast**2) * (v * k_out) ** 4
        assert abs(exact_rate / rayleigh - 1) < 0.01

# Random alloy: scattered intensity at one wavevector equals the mass variance
rng = np.random.default_rng(7)
occupied = rng.random((20000, 64)) < x_si
mean_mass = x_si * mass_si + (1 - x_si) * mass_ge
relative = np.where(occupied, mass_si, mass_ge) / mean_mass - 1
phase = np.exp(2j * pi * 3 * np.arange(64) / 64)
intensity = np.mean(np.abs(relative @ phase) ** 2) / 64
assert abs(intensity / gamma - 1) < 0.05  # sampling error is about 1 percent

# Weak and strong disorder, from quadrature
u_weak = 0.02
weak = conductivity(B * w**2 + u_weak**2 * B / wD**2 * w**4) / kappa0
assert abs((1 - weak) / u_weak**2 - 1 / 3) < 1e-3
A_strong = 300.0**2 * B / wD**2
strong = conductivity(B * w**2 + A_strong * w**4)
more_A = conductivity(B * w**2 + 1.01 * A_strong * w**4)
more_B = conductivity(1.01 * B * w**2 + A_strong * w**4)
assert abs(np.log(more_A / strong) / np.log(1.01) + 0.5) < 5e-3
assert abs(np.log(more_B / strong) / np.log(1.01) + 0.5) < 5e-3
assert abs(strong / (kB / (4 * pi * v * np.sqrt(A_strong * B))) - 1) < 5e-3

# Median frequency of the heat current
median = np.tan(np.arctan(u) / 2) / u
w_low = median * w
low_part = median**3 * conductivity(B * w_low**2 + A * w_low**4)
assert abs(low_part / kappa - 0.5) < 1e-8

# Neglected effect: Bose heat capacity, pure conductivity held at kappa0
cap = bose_capacity(w, T)
B_bose = conductivity(w**2, cap) / kappa0
kappa_bose = conductivity(B_bose * w**2 + A * w**4, cap)

# Neglected effect: layer boundaries with rate v / thickness
pure_layer = conductivity(B * w**2 + v / thickness)
alloy_layer = conductivity(B * w**2 + A * w**4 + v / thickness)


# Neglected effect: momentum-conserving normal processes
def conductivity_normal(resistive, normal):
    """Solve for mode times; the drift time is fixed by momentum balance."""
    total = resistive + normal
    share = wt * y**2 * normal
    share = share / share.sum()
    matrix = np.eye(len(y)) - np.outer(normal / total, share)
    times = np.linalg.solve(matrix, 1 / total)
    return kB * wD**3 / (2 * pi**2 * v) * np.sum(wt * y**2 * times)


for ratio in (0.5, 1.0, 3.0):
    solved = conductivity_normal(B * w**2, ratio * B * w**2) / kappa0
    assert abs(solved / ((1 + 5 * ratio / 9) / (1 + ratio)) - 1) < 1e-5
normal_ratio = 1.0
B_n = B * conductivity_normal(B * w**2, normal_ratio * B * w**2) / kappa0
kappa_normal = conductivity_normal(B_n * w**2 + A * w**4,
                                   normal_ratio * B_n * w**2)

# Neglected effect: sine dispersion with the same long-wave sound speed
w_sine = wD * 2 / pi * np.sin(pi * y / 2)
v_group = v * np.cos(pi * y / 2)


def conductivity_sine(rate):
    return kB * kD**3 / (2 * pi**2) * np.sum(wt * y**2 * v_group**2 / rate)


B_sine = conductivity_sine(w_sine**2) / kappa0
defect_sine = V * gamma * w_sine**2 * (kD * y) ** 2 / (4 * pi * v_group)
kappa_sine = conductivity_sine(B_sine * w_sine**2 + defect_sine)


# Neglected effect: repeated scattering at one light atom in the host
def site_response(z):
    """w^2 times the on-site Debye response, at z = w / wD below one."""
    real = 3 * z**2 * (-1 + z / 2 * np.log((1 + z) / (1 - z)))
    return real - 1.5j * pi * z**3


fine = (np.arange(400000) + 0.5) / 400000
for z in (0.3, 0.5, 0.8):
    broad = z**2 * np.mean(3 * fine**2 / (z**2 - fine**2 + 1e-3j))
    assert abs(broad / site_response(z) - 1) < 0.02  # finite broadening

chain = 2 * np.eye(40) - np.eye(40, k=1) - np.eye(40, k=-1)
freq2, site = 1.3, 17
bare = np.linalg.inv((freq2 + 0.05j) * np.eye(40) - chain)
changed = (freq2 + 0.05j) * np.eye(40) - chain
changed[site, site] += eps * freq2
t_matrix = -eps * freq2 / (1 + eps * freq2 * bare[site, site])
dressed = bare + t_matrix * np.outer(bare[:, site], bare[site, :])
assert np.allclose(np.linalg.inv(changed), dressed, atol=1e-10)

A_dilute = defect_coefficient(x_si * eps**2)
born_rate = A_dilute * w**4
screen = np.abs(1 + eps * site_response(y)) ** 2
kappa_born = conductivity(B * w**2 + born_rate)
kappa_repeat = conductivity(B * w**2 + born_rate / screen)

# Neglected effect: size misfit with a rough phenomenological weight
misfit, misfit_weight = 0.04, 40.0
gamma_size = misfit_weight * x_si * (1 - x_si) * misfit**2
A_size = defect_coefficient(gamma + gamma_size)
kappa_size = conductivity(B * w**2 + A_size * w**4)
speed_shift = np.sqrt(mass_ge / mean_mass) - 1

umklapp_top = B * wD**2
defect_top = A * wD**4
T_hot = 500.0
kappa0_hot = kappa0 * T / T_hot
u_hot = u * np.sqrt(T / T_hot)

print(f"sound speed: {v:.0f} m/s")
print(f"volume per atom: {V*1e27:.4f} nm^3")
print(f"temperature: {T:.0f} K")
print(f"pure conductivity kappa0: {kappa0:.1f} W/(m K)")
print(f"silicon fraction: {x_si:.2f}")
print(f"atomic masses Ge, Si: {mass_ge:.2f}, {mass_si:.2f} u")
print(f"mean atomic mass: {mean_mass:.2f} u")
print(f"Debye wavevector: {kD*1e-9:.2f} nm^-1")
print(f"Debye angular frequency: {wD*1e-12:.2f} rad/ps")
print(f"Debye temperature: {theta:.0f} K")
print(f"mass variance Gamma: {gamma:.5f}")
print(f"Umklapp coefficient B: {B:.3e} s")
print(f"defect coefficient A: {A:.3e} s^3")
print(f"Umklapp rate at cutoff: {umklapp_top*1e-12:.3f} ps^-1")
print(f"defect rate at cutoff: {defect_top*1e-12:.3f} ps^-1")
print(f"u squared: {u**2:.3f}")
print(f"u: {u:.3f}")
print(f"arctan(u): {np.arctan(u):.4f} rad")
print(f"reduction factor: {reduction(u):.4f}")
print(f"alloy conductivity: {kappa:.2f} W/(m K)")
print(f"wavevector-sum check: {kappa_sum:.2f} W/(m K)")
print(f"strong-disorder estimate: {kappa0*pi/(2*u):.2f} W/(m K)")
for x in (0.01, 0.02, 0.05, 0.10):
    ux = np.sqrt(defect_coefficient(mass_variance(x)) * wD**2 / B)
    fx = reduction(ux)
    print(f"x={x:.2f}: u={ux:.3f}, factor={fx:.3f}, "
          f"kappa={kappa0*fx:.2f} W/(m K)")
print(f"pure at {T_hot:.0f} K: {kappa0_hot:.2f} W/(m K)")
print(f"alloy at {T_hot:.0f} K: {kappa0_hot*reduction(u_hot):.2f} W/(m K)")
print(f"equal-rate frequency / cutoff: {1/u:.3f}")
print(f"median heat frequency / cutoff, alloy: {median:.3f}")
print(f"pure mean free path at cutoff: {v/umklapp_top*1e9:.2f} nm")
print(f"alloy mean free path at cutoff: "
      f"{v/(umklapp_top+defect_top)*1e9:.2f} nm")
print(f"wavelength at cutoff: {2*pi/kD*1e9:.3f} nm")
print(f"with Bose heat capacity: {kappa_bose:.2f} W/(m K)")
print(f"layer thickness: {thickness*1e9:.0f} nm")
print(f"pure layer with boundaries: {pure_layer:.2f} W/(m K)")
print(f"alloy layer with boundaries: {alloy_layer:.2f} W/(m K)")
print(f"normal/Umklapp rate ratio: {normal_ratio:.1f}")
print(f"with normal processes: {kappa_normal:.2f} W/(m K)")
print(f"with sine dispersion: {kappa_sine:.2f} W/(m K)")
print(f"relative mass change eps: {eps:.3f}")
print(f"dilute Born value: {kappa_born:.2f} W/(m K)")
print(f"with repeated scattering: {kappa_repeat:.2f} W/(m K)")
print(f"size misfit, weight: {misfit:.2f}, {misfit_weight:.0f}")
print(f"size-misfit part of Gamma: {gamma_size:.5f}")
print(f"with size misfit: {kappa_size:.2f} W/(m K)")
print(f"sound-speed shift from mean mass: {100*speed_shift:.2f} %")
print("all good")
```

Output:

```
sound speed: 3500 m/s
volume per atom: 0.0226 nm^3
temperature: 400 K
pure conductivity kappa0: 43.0 W/(m K)
silicon fraction: 0.05
atomic masses Ge, Si: 72.63, 28.09 u
mean atomic mass: 70.40 u
Debye wavevector: 13.79 nm^-1
Debye angular frequency: 48.25 rad/ps
Debye temperature: 369 K
mass variance Gamma: 0.01901
Umklapp coefficient B: 2.243e-16 s
defect coefficient A: 7.975e-43 s^3
Umklapp rate at cutoff: 0.522 ps^-1
defect rate at cutoff: 4.323 ps^-1
u squared: 8.280
u: 2.877
arctan(u): 1.2363 rad
reduction factor: 0.4297
alloy conductivity: 18.48 W/(m K)
wavevector-sum check: 18.47 W/(m K)
strong-disorder estimate: 23.47 W/(m K)
x=0.01: u=1.281, factor=0.709, kappa=30.48 W/(m K)
x=0.02: u=1.814, factor=0.588, kappa=25.29 W/(m K)
x=0.05: u=2.877, factor=0.430, kappa=18.48 W/(m K)
x=0.10: u=4.090, factor=0.325, kappa=13.99 W/(m K)
pure at 500 K: 34.40 W/(m K)
alloy at 500 K: 16.04 W/(m K)
equal-rate frequency / cutoff: 0.348
median heat frequency / cutoff, alloy: 0.247
pure mean free path at cutoff: 6.70 nm
alloy mean free path at cutoff: 0.72 nm
wavelength at cutoff: 0.456 nm
with Bose heat capacity: 18.54 W/(m K)
layer thickness: 1000 nm
pure layer with boundaries: 37.76 W/(m K)
alloy layer with boundaries: 14.36 W/(m K)
normal/Umklapp rate ratio: 1.0
with normal processes: 14.60 W/(m K)
with sine dispersion: 20.14 W/(m K)
relative mass change eps: -0.613
dilute Born value: 18.55 W/(m K)
with repeated scattering: 25.01 W/(m K)
size misfit, weight: 0.04, 40
size-misfit part of Gamma: 0.00304
with size misfit: 17.46 W/(m K)
sound-speed shift from mean mass: 1.57 %
all good
```
